\section*{Fowler-Nordheim slope constant for electron tunnelling through silica}

\section*{The system}

A wide-band metallic emitter fills the region $x<0$ and a silica film of thickness $d$ fills $0<x<d$. The oxide conduction band edge at $x=0$ lies $\phi=3.15$ eV above the emitter Fermi level. A uniform field tilts the band downwards towards the anode. The oxide band is parabolic, with the same mass $m=0.42\,m_e$ in all directions, where $m_e$ is the free-electron mass.

The symbols $q$ and $F$ denote the positive magnitudes of the electron charge and the oxide field, and $\phi$ is an energy. Energies are measured from the emitter Fermi level. The emitter is at zero temperature, the final states in the anode are empty, and the wavevector parallel to the interface is conserved. Image force, traps, oxide charge, band non-parabolicity and reflection at the anode edge are neglected. The numerical parameters are model values.

\section*{Part (a): the tunnelling exponent}

\textbf{Question.} An electron at the Fermi level moves along the interface normal. Find its WKB tunnelling exponent when it emerges into the oxide conduction band before reaching the anode. Show that the exponent has the form $B/F$, find $B$, and state the condition on $d$.

\textbf{Answer.} The barrier seen by the electron is $\phi-qFx$. It vanishes at
\begin{equation}
x_e=\frac{\phi}{qF},
\end{equation}
so the condition is $d>x_e$, or $qFd>\phi$. For $0<x<x_e$ the wave decays with the constant
\begin{equation}
\kappa(x)=\frac{\sqrt{2m(\phi-qFx)}}{\hbar}.
\end{equation}
The amplitude falls by $\exp(-\int\kappa\,dx)$, and the probability by the square of this factor. Put $u=\phi-qFx$, so that $dx=-du/(qF)$; the minus sign is absorbed by exchanging the limits:
\begin{align}
2\int_0^{x_e}\kappa\,dx
&=\frac{2\sqrt{2m}}{\hbar qF}\int_0^{\phi}u^{1/2}\,du
=\frac{2\sqrt{2m}}{\hbar qF}\,\frac{2}{3}\phi^{3/2}.
\end{align}
This is $B/F$ with
\begin{equation}
B=\frac{4\sqrt{2m}\,\phi^{3/2}}{3q\hbar}.
\end{equation}
The thickness has dropped out because the forbidden path ends at $x_e$, inside the oxide, and the oxide beyond it adds nothing to the exponent. A stronger field shortens this path, which gives the factor $1/F$. One factor $\phi$ in $B$ comes from the length of that path and the remaining $\phi^{1/2}$ from the decay constant.

\section*{Part (b): the value of $B$}

\textbf{Question.} Evaluate $B$, and find the exit distance and the exponent at $F=8$ MV/cm.

\textbf{Answer.} For $\phi=1$ eV and $m=m_e$ the formula gives 68.309 MV/cm. The given mass and barrier scale this value:
\begin{equation}
B=68.309\times\sqrt{0.42}\times3.15^{3/2}
=68.309\times0.64807\times5.5907=247.5\ \text{MV/cm},
\end{equation}
or 24.75 V/nm. Part (g) shows that the input data do not fix the last digit, so $B$ is about 247 MV/cm. With the free mass in place of $m$ the result would be 382 MV/cm.

At 8 MV/cm the electron emerges at $x_e=3.94$ nm, and the exponent is $247.5/8=30.9$. At 6 MV/cm the exit moves out to 5.25 nm. A 10 nm film therefore meets the condition of part (a) over the range 6 to 10 MV/cm.

\section*{Part (c): from one electron to the current}

\textbf{Question.} Sum over the occupied emitter states, expanding the exponent to first order about the Fermi level and taking a unit WKB prefactor. Which plot of the current density $J$ against $1/F$ has slope $-B$?

\textbf{Answer.} Take a state at depth $\varepsilon$ below the Fermi level with transverse wavevector $k_t$. Its total energy in the oxide satisfies
\begin{equation}
-\varepsilon=\phi-qFx+\frac{\hbar^2k_t^2}{2m}-\frac{\hbar^2\kappa^2}{2m}.
\end{equation}
Solving for $\kappa$ reproduces part (a) with $\phi$ replaced by $\phi+w$, where
\begin{equation}
w=\varepsilon+\varepsilon_t,\qquad \varepsilon_t=\frac{\hbar^2k_t^2}{2m}.
\end{equation}
Since $(\phi+w)^{3/2}\simeq\phi^{3/2}+\tfrac32\phi^{1/2}w$, the exponent becomes $B/F+w/\varepsilon_0$, with
\begin{equation}
\frac1{\varepsilon_0}=\frac{3B}{2\phi F},\qquad
\varepsilon_0=\frac{2\phi F}{3B}=\frac{q\hbar F}{2\sqrt{2m\phi}}.
\end{equation}
At 8 MV/cm, $\varepsilon_0=0.068$ eV. This is small compared with $\phi$, so the expansion is justified.

For each $k_t$ and spin, the normal velocity times the one-dimensional density of states is $1/(2\pi\hbar)$ per unit energy. With two spins,
\begin{equation}
J=\frac{2q}{2\pi\hbar}\int_0^\infty d\varepsilon\int\frac{d^2k_t}{(2\pi)^2}\,
e^{-B/F-w/\varepsilon_0}.
\end{equation}
The limits may be taken to infinity because the emitter band is much wider than $\varepsilon_0$. In polar coordinates $d^2k_t=2\pi k_t\,dk_t=2\pi m\,d\varepsilon_t/\hbar^2$, hence
\begin{align}
J&=\frac{q}{\pi\hbar}\,\frac{m}{2\pi\hbar^2}\,e^{-B/F}
\int_0^\infty e^{-\varepsilon/\varepsilon_0}d\varepsilon
\int_0^\infty e^{-\varepsilon_t/\varepsilon_0}d\varepsilon_t
=\frac{qm\varepsilon_0^2}{2\pi^2\hbar^3}\,e^{-B/F}.
\end{align}
Inserting $\varepsilon_0^2=q^2\hbar^2F^2/(8m\phi)$ gives
\begin{equation}
J=AF^2e^{-B/F},\qquad A=\frac{q^3}{16\pi^2\hbar\phi}.
\end{equation}
One factor $F$ comes from the range of depths that contribute and the other from the range of transverse energies. Therefore $\ln(J/F^2)=\ln A-B/F$, with $J/F^2$ in a fixed unit, is the required plot. With decimal logarithms the slope magnitude is $B/\ln10=107.5$ MV/cm.

If $\ln J$ were plotted instead, the term $2\ln F=-2\ln(1/F)$ would add $-2F$ to the slope. Its magnitude would be $B+2F$, which is 16 MV/cm too large at 8 MV/cm.

At this field $A=4.893\times10^{-7}$ A/V$^2$ and $F^2=6.4\times10^{13}$ V$^2$/cm$^2$, so
\begin{equation}
J=4.893\times10^{-7}\times6.4\times10^{13}\times3.666\times10^{-14}
\approx1\times10^{-6}\ \text{A/cm}^2 .
\end{equation}

\section*{Part (d): the next term}

\textbf{Question.} Find the first correction to $J$ from the curvature of the exponent in $w$, and its effect on the slope.

\textbf{Answer.} Let $\delta=F/B$ and $y=w/\varepsilon_0$, so that $w/\phi=2\delta y/3$. The next term in $(1+s)^{3/2}$ is $3s^2/8$, and the exponent becomes
\begin{equation}
\frac1\delta\left(1+\frac{2\delta y}{3}\right)^{3/2}
\simeq\frac1\delta+y+\frac{\delta y^2}{6}.
\end{equation}
The integrand depends on $\varepsilon$ and $\varepsilon_t$ through their sum, and the line of fixed $w$ supplies a weight $w$. Relative to part (c), the current is multiplied by
\begin{equation}
\int_0^\infty y\,e^{-y}\left(1-\frac{\delta y^2}{6}\right)dy
=1-\frac{3!}{6}\,\delta=1-\frac FB .
\end{equation}
To this order $\ln(J/F^2)=\ln A-B/F-F/B$. With $v=1/F$, the last term is $-1/(Bv)$ and its derivative is $+1/(Bv^2)=F^2/B$. The slope is thus $-(B-F^2/B)$, and at 8 MV/cm its magnitude is lowered by 0.26 MV/cm.

A numerical sum over states, with the WKB exponent not expanded in $w$, gives $\ln(J/AF^2e^{-B/F})=-0.031$ at 8 MV/cm, against $-F/B=-0.032$. A straight line fitted to that sum from 6 to 10 MV/cm has slope magnitude 247.3 MV/cm. Within this model, the plot returns $B$ to about 0.1\%.

\section*{Part (e): reflection at the emitter edge}

\textbf{Question.} WKB with a unit prefactor ignores the abrupt step at $x=0$. Solve the wave equation for an electron at normal incidence with emitter mass $m_e$ and wavevector $k$, treating the ramp as endless. Does the step change the slope at weak field?

\textbf{Answer.} In the oxide $\psi''=(2m/\hbar^2)(\phi-qFx)\psi$. With $g=(2mqF/\hbar^2)^{1/3}$ and $z=g(x_e-x)$ this is Airy's equation, $d^2\psi/dz^2=z\psi$. The solution that travels outwards beyond $x_e$ is $\psi=\mathrm{Bi}(z)+i\,\mathrm{Ai}(z)$. Since $dz/dx=-g$ and $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}=1/\pi$, its flux is
\begin{equation}
\frac{\hbar}{m}\,\mathrm{Im}(\psi^*\psi')
=-\frac{\hbar g}{m}\left(\mathrm{Bi}\,\mathrm{Ai}'-\mathrm{Ai}\,\mathrm{Bi}'\right)
=\frac{\hbar g}{\pi m}.
\end{equation}
At $x=0$ the argument is $z_0=gx_e$, which is large at weak field. There $\mathrm{Ai}$ is negligible, $\mathrm{Bi}\simeq e^{\zeta}/(\sqrt\pi z_0^{1/4})$ with $\zeta=\tfrac23z_0^{3/2}$, and $\mathrm{Bi}'\simeq\sqrt{z_0}\,\mathrm{Bi}$. From the definitions,
\begin{equation}
\zeta=\frac{2\sqrt{2m}\,\phi^{3/2}}{3\hbar qF}=\frac{B}{2F},\qquad
g\sqrt{z_0}=\frac{\sqrt{2m\phi}}{\hbar}=\kappa(0).
\end{equation}
Thus $\psi'(0)\simeq-\kappa(0)\psi(0)$ and $|\psi(0)|^2\simeq e^{B/F}/(\pi\sqrt{z_0})$.

In the emitter the wave is $ae^{ikx}+re^{-ikx}$. Continuity of $\psi$ and of $\psi'$ divided by the mass requires
\begin{equation}
a+r=\psi(0),\qquad a-r=i\eta\,\psi(0),\qquad \eta=\frac{\kappa(0)m_e}{km}.
\end{equation}
Adding these gives $a=\tfrac12(1+i\eta)\psi(0)$. The incident flux is $\hbar k|a|^2/m_e$, so the transmission is
\begin{equation}
T\simeq\frac{\hbar g}{\pi m}\,\frac{m_e}{\hbar k}\,
\frac{4\pi\sqrt{z_0}}{1+\eta^2}\,e^{-B/F}
=\frac{4\eta}{1+\eta^2}\,e^{-B/F}.
\end{equation}
The prefactor does not contain $F$. At leading order the step changes the size of the current and leaves the slope alone.

For emitter kinetic energies of 2 and 10 eV the prefactor is 1.63 and 1.98. The full Airy transmission, fitted from 6 to 10 MV/cm as $\ln T$ against $1/F$, gives slope magnitudes of 247.6 and 247.5 MV/cm. Summing this transmission over the emitter states, with Fermi energies of 2 and 10 eV, gives Fowler-Nordheim slopes of 247.1 and 247.3 MV/cm and raises $J$ by a factor of 1.6 to 2. The current found in part (c) is therefore less certain than the slope. The neglected image force matters more still: at 8 MV/cm it raises $J$ by a factor of about 4 for an oxide permittivity of 3.9 and about 13 for 2.13.

\section*{Part (f): a thin film}

\textbf{Question.} Find the exponent when $qFd<\phi$. Apply it to $d=3$ nm at 8 MV/cm and comment on the slope.

\textbf{Answer.} The electron now reaches the anode while still under the barrier. The integral over $u$ stops at $\phi-qFd$, so $\phi^{3/2}$ is replaced by $\phi^{3/2}-(\phi-qFd)^{3/2}$:
\begin{equation}
S=\frac BF\left[1-\left(1-\frac{qFd}{\phi}\right)^{3/2}\right].
\end{equation}
The oxide voltage is 2.40 V, below the 3.15 V required. The exponent is 27.3 instead of 30.9, because the last part of the triangle is missing.

For $qFd\ll\phi$ the bracket tends to $3qFd/(2\phi)$, and $S\to2\sqrt{2m\phi}\,d/\hbar$. This is the exponent of a rectangular barrier and does not depend on the field. The slope of a Fowler-Nordheim plot in this regime is not $-B$, and reading $\phi$ or $m$ from it with the formula of part (a) would be wrong.

\section*{Part (g): what the slope determines}

\textbf{Question.} How sensitive is $B$ to $\phi$ and $m$, and can a measured slope fix both?

\textbf{Answer.} Taking the logarithm of $B\propto m^{1/2}\phi^{3/2}$ and differentiating gives
\begin{equation}
\frac{\delta B}{B}=\frac32\,\frac{\delta\phi}{\phi}+\frac12\,\frac{\delta m}{m}.
\end{equation}
Raising $\phi$ to 3.20 eV gives $B=253.4$ MV/cm, an increase of 2.4\%. Raising $m$ to $0.43\,m_e$ gives 250.4 MV/cm, an increase of 1.2\%. A mass quoted to two figures may be off by half of that step, which moves $B$ by about 1.5 MV/cm. This is more than the correction found in part (d).

The slope fixes the product $m\phi^3$ and no more. A barrier of 3.00 eV with
\begin{equation}
m=0.42\left(\frac{3.15}{3.00}\right)^3m_e=0.486\,m_e
\end{equation}
has the same $B$. To obtain the mass from a slope that follows this model, the barrier height must be known independently, and an error of 1\% in $\phi$ then produces an error of about 3\% in $m$. A slope measured at room temperature also contains effects left out here. Over 6 to 10 MV/cm, thermal occupation of states above the Fermi level lowers its magnitude by about 5 MV/cm at 300 K, and the image force by about 1.5 to 2.5 MV/cm. The parabolic band is a larger limitation, because the electron enters the oxide about a third of the way down a 9 eV gap. With the two-band form $\hbar^2\kappa^2/2m=u(1-u/E_g)$, $u=\phi-qFx$ and $E_g=9$ eV, the exponent is still proportional to $1/F$, but its constant is 220 MV/cm, 11\% below $B$. A straight plot therefore does not confirm the parabolic model, and a mass read with the formula of part (a) is an average over the forbidden path, not the band-edge mass. The values used here are collected in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
barrier height: 3.15 eV
oxide mass: 0.42 m_e
unit constant (1 eV, m_e): 68.309 MV/cm
square root of mass ratio: 0.64807
barrier to the power 3/2: 5.5907 eV^1.5
slope constant B: 247.50 MV/cm
slope constant B: 24.750 V/nm
decimal-log slope B/ln10: 107.49 MV/cm
oxide thickness: 10.0 nm
field range: 6.0 to 10.0 MV/cm
example field: 8.0 MV/cm
oxide voltage at example field: 8.00 V
exit distance at example field: 3.937 nm
exit distance at lowest field: 5.250 nm
WKB exponent at example field: 30.937
exp(-exponent): 3.666e-14
energy scale eps0: 0.0679 eV
prefactor A: 4.893e-07 A/V^2
J from closed law: 1.148e-06 A/cm^2
J from sum over states: 1.113e-06 A/cm^2
ln(J sum / J law): -0.0308
-F/B: -0.0323
fitted slope, sum over states: 247.28 MV/cm
F^2/B at example field: 0.259 MV/cm
Airy, emitter energy 2.0 eV: slope 247.56 MV/cm, prefactor 1.631
Airy, emitter energy 10.0 eV: slope 247.50 MV/cm, prefactor 1.979
thin oxide: 3.0 nm, voltage 2.40 V
thin-oxide exponent: 27.343
B with barrier 3.20 eV: 253.41 MV/cm
B with mass 0.43 m_e: 250.42 MV/cm
B with free mass: 381.89 MV/cm
same B: barrier 3.00 eV, mass 0.4862 m_e
\end{verbatim}
